# The massless one-loop form factor in two dimensional schemes

## Problem

A colour-neutral vector current with squared momentum $s>0$ creates a massless quark of momentum $p_1$ and an antiquark of momentum $p_2$. Momenta have $d=4-2\epsilon$ components, and the gluon has $D=d+n$ spin components. Conventional dimensional regularization (CDR) takes $n=0$. The four-dimensional helicity scheme (FDH) takes $n=2\epsilon$, so that $D=4$. The current index stays in the $d$-dimensional space in both schemes. Write the form factor as

$$F=1+\frac{\alpha C_F}{4\pi}\,c_\Gamma\left(\frac{4\pi\mu^2}{-s-i0}\right)^{\epsilon}v,\qquad c_\Gamma=\frac{\Gamma(1+\epsilon)\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)} .$$

In CDR, $v=-2/\epsilon^2-3/\epsilon-8+O(\epsilon)$. In units of

$$\frac{\alpha C_F}{2\pi}\,c_\Gamma\left(\frac{4\pi\mu^2}{s}\right)^{\epsilon},$$

the CDR corrections to the rate have the constants $\pi^2-8$ (virtual) and $19/2-\pi^2$ (real emission), with opposite poles. What is the constant in $v$ in FDH, and what happens to the inclusive rate at order $\alpha$?

## A tempting solution

The extra gluon components carry matrices $\tilde\gamma^\alpha$ that anticommute with every $d$-dimensional $\gamma^\mu$, and $\tilde\gamma^\alpha\tilde\gamma_\alpha=n$. In the loop they produce an ultraviolet pole $n/(2\epsilon)$ in $v$. With $n=2\epsilon$ this is $+1$, so $-8$ becomes $-7$.

Real emission is a tree process and has no ultraviolet pole. Its $2\epsilon$ extra components disappear as $\epsilon\to0$, so its constant stays $19/2-\pi^2$. The sum is then

$$(\pi^2-7)+(19/2-\pi^2)=5/2\quad\text{instead of}\quad 3/2,$$

and the difference is put down to a different definition of $\alpha$ in the two schemes.

## Where it fails

The value $-7$ is right. The last excuse cannot work: the Born rate contains no $\alpha$, so replacing $\alpha$ by $\alpha(1+\text{const}\cdot\alpha)$ changes the rate only from order $\alpha^2$.

The fault is the claim that $2\epsilon$ extra components disappear from real emission. The tree amplitude is finite at a generic point, but its phase-space integral has collinear poles $1/\epsilon$, and $2\epsilon$ times such a pole is finite.

Calling the virtual shift "ultraviolet" hides the connection. Consider the quark self-energy from the extra components:

$$-i\Sigma=-g^2C_F\int\!\frac{d^dk}{(2\pi)^d}\frac{\tilde\gamma^\alpha(\not p+\not k)\tilde\gamma_\alpha}{k^2(k+p)^2}
=\frac{n g^2C_F}{2}\not p\int\!\frac{d^dk}{(2\pi)^d}\frac{1}{k^2(k+p)^2}.$$

Anticommutation gave the factor $-n$, and the symmetry $k\to-k-p$ replaced $\not k$ by $-\not p/2$. At $p^2=0$ the integral has no scale. Splitting it at an arbitrary momentum gives $\frac{i}{16\pi^2}(1/\epsilon_{UV}-1/\epsilon_{IR})$, which is zero when the two $\epsilon$ are identified. Hence

$$\Sigma=-\frac{\alpha C_F}{4\pi}\frac n2\left(\frac1{\epsilon_{UV}}-\frac1{\epsilon_{IR}}\right)\not p .$$

The propagator $i/(\not p-\Sigma)$ has residue $Z=1+\Sigma/\not p$ at this order. Two external legs, each with $\sqrt Z$, multiply the amplitude by $Z$. In units of $\alpha C_F/4\pi$, vertex plus legs give

$$\frac{n}{2\epsilon_{UV}}-\frac n2\left(\frac1{\epsilon_{UV}}-\frac1{\epsilon_{IR}}\right)=\frac{n}{2\epsilon_{IR}} .$$

The ultraviolet poles cancel, as they must for a conserved current. The pole that makes the shift is infrared, so real emission has to be recomputed in the same scheme.

## Virtual correction

**Spin algebra.** From $\gamma^\alpha\not x\gamma_\alpha=(2-D)\not x$, moving $\gamma_\alpha$ to the left one matrix at a time gives

$$\gamma^\alpha\not x\not y\gamma_\alpha=2\not y\not x-(2-D)\not x\not y=4x\!\cdot\!y-(4-D)\not x\not y,$$

$$\gamma^\alpha\not x\not y\not z\gamma_\alpha=2\not z\not x\not y-2\not y\not x\not z+(2-D)\not x\not y\not z=-2\not z\not y\not x+(4-D)\not x\not y\not z .$$

The last step used $\not x\not y=2x\!\cdot\!y-\not y\not x$ in the first two terms.

**Loop.** Two vertices $ig\gamma$, two quark propagators $i\not q/q^2$ and one gluon propagator $-ig_{\alpha\beta}/k^2$ have the joint factor $i^2\cdot i^2\cdot(-i)=-i$. The correction to $\gamma^\mu$ is

$$-ig^2\mu^{2\epsilon}C_F\int\!\frac{d^dk}{(2\pi)^d}\frac{\gamma^\alpha A\gamma^\mu B\gamma_\alpha}{k^2(k+p_1)^2(k-p_2)^2},\quad A=\not p_1+\not k,\; B=\not k-\not p_2 .$$

Feynman parameters $x,y$ for the last two denominators, with $k=l-xp_1+yp_2$, turn the product of denominators into $(l^2-\Delta)^3$, $\Delta=-xys-i0$, with a factor 2 in front of the integral over $x+y<1$.

The numerator is $-2B\gamma^\mu A+(4-D)A\gamma^\mu B$. For the quadratic terms, $l^\rho l^\sigma\to g^{\rho\sigma}l^2/d$ and $\gamma_\rho\gamma^\mu\gamma^\rho=(2-d)\gamma^\mu$ give $(D-2)(d-2)\,l^2/d$ times $\gamma^\mu$. For the rest, $\bar u(p_1)\not p_1=0$ and $\not p_2v(p_2)=0$ leave one structure,

$$\not p_2\gamma^\mu\not p_1=2p_2^\mu\not p_1-\gamma^\mu\not p_2\not p_1\;\to\;-s\gamma^\mu ,$$

so $B\gamma^\mu A\to(1-x)(1-y)s\gamma^\mu$ and $A\gamma^\mu B\to xys\gamma^\mu$.

Rotating $l^0$ to the imaginary axis gives

$$\int\!\frac{d^dl}{(2\pi)^d}\frac{\{l^2,\,1\}}{(l^2-\Delta)^3}=\frac{i}{(4\pi)^{d/2}}\left\{\frac d4\Gamma(\epsilon)\Delta^{-\epsilon},\;-\frac12\Gamma(1+\epsilon)\Delta^{-1-\epsilon}\right\}.$$

With $s/\Delta=-1/(xy)$ and $g^2=4\pi\alpha$,

$$c_\Gamma v=\int\!dx\,dy\,(xy)^{-\epsilon}\left\{(D-2)(1-\epsilon)\Gamma(\epsilon)+\Gamma(1+\epsilon)\left[4-D-\frac{2(1-x)(1-y)}{xy}\right]\right\}.$$

**Parameter integrals.** On a triangle with $x+y+z=1$,

$$\int x^{p-1}y^{q-1}z^{r-1}=\frac{\Gamma(p)\Gamma(q)\Gamma(r)}{\Gamma(p+q+r)},$$

continued in $\epsilon$ where it diverges. Since $(1-x)(1-y)=z+xy$,

$$I_0=\int(xy)^{-\epsilon}=\frac{\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)}\frac{1}{2(1-\epsilon)(1-2\epsilon)},$$

$$\int\frac{(1-x)(1-y)}{(xy)^{1+\epsilon}}=\frac{\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)}\frac{1}{\epsilon^2(1-2\epsilon)}+I_0 .$$

The terms proportional to $D-4$ combine as $(D-4)\Gamma(\epsilon)[(1-\epsilon)-\epsilon]I_0$. Therefore

$$v=\frac{\epsilon-2}{\epsilon^2(1-2\epsilon)}-\frac{1}{(1-\epsilon)(1-2\epsilon)}+\frac{D-4}{2\epsilon(1-\epsilon)} .$$

In FDH the last term is absent. Expanding $1/(1-2\epsilon)=1+2\epsilon+4\epsilon^2+\dots$,

$$v_{FDH}=-\frac2{\epsilon^2}-\frac3\epsilon+(2-8)-1=-\frac2{\epsilon^2}-\frac3\epsilon-7 .$$

In CDR, $D-4=-2\epsilon$ adds $-1/(1-\epsilon)$, and the constant is $-8$.

**Rate.** The virtual correction to the rate is $2\,\mathrm{Re}(F-1)$. Here $(-s-i0)^{-\epsilon}=s^{-\epsilon}e^{i\pi\epsilon}$, whose real part contains $\cos\pi\epsilon=1-\pi^2\epsilon^2/2+\dots$. Multiplied by $-2/\epsilon^2$, this adds $\pi^2$. The constants are $\pi^2-8$ in CDR and $\pi^2-7$ in FDH.

## Real emission

Let $k$ now be the momentum of the emitted gluon, $x_i=2E_i/\sqrt s$ the energy fractions of quark, antiquark and gluon, and $a=1-x_1$, $b=1-x_2$, $c=1-x_3$, so that $a+b+c=1$. Then $2p_2\!\cdot\!k=as$, $2p_1\!\cdot\!k=bs$ and $2p_1\!\cdot\!p_2=cs$. With $Q=p_1+k$ and $Q'=p_2+k$, the spin structure is

$$M^{\mu\alpha}=\frac{\gamma^\alpha\not Q\gamma^\mu}{bs}-\frac{\gamma^\mu\not Q'\gamma^\alpha}{as}.$$

The gluon couples to a conserved current, so its polarization sum may be taken as $-g_{\alpha\beta}$ in $D$ dimensions. The integrated current tensor is transverse, so contraction with $-g_{\mu\nu}$ in $d$ dimensions gives the same rate ratio as any physical polarization.

Let $t$ be the trace of the unit matrix. The square of the first term is

$$\frac{(D-2)(d-2)}{b^2s^2}\,\mathrm{Tr}[\not p_1\not Q\not p_2\not Q]=\frac{(D-2)(d-2)}{b^2s^2}\cdot\frac{t\,ab\,s^2}{2}=t(d-2)\frac{D-2}{2}\frac ab ,$$

and the second gives the same with $a\leftrightarrow b$. The two equal interference terms are

$$-\frac{2}{abs^2}\,\mathrm{Tr}[\not p_1\gamma^\alpha\not Q\gamma^\mu\not p_2\gamma_\alpha\not Q'\gamma_\mu].$$

The three-matrix identity for $\alpha$ and the two-matrix identity for $\mu$ reduce this trace to

$$-2\,\mathrm{Tr}\big[\not p_1\not p_2\big(4Q\!\cdot\!Q'-(4-d)\not Q\not Q'\big)\big]+(4-D)\,\mathrm{Tr}\big[\not p_1\not Q\big(4p_2\!\cdot\!Q'-(4-d)\not p_2\not Q'\big)\big].$$

The scalar products are $Q\!\cdot\!Q'=s/2$, $p_1\!\cdot\!Q=bs/2$, $p_2\!\cdot\!Q'=as/2$, $p_1\!\cdot\!Q'=(b+c)s/2$ and $p_2\!\cdot\!Q=(a+c)s/2$. They give $\mathrm{Tr}[\not p_1\not p_2\not Q\not Q']=tcs^2/2$ and $\mathrm{Tr}[\not p_1\not Q\not p_2\not Q']=tabs^2/2$. The trace becomes $t(d-2)s^2[-c+(4-D)ab/2]$, and the interference is $t(d-2)[2c/(ab)+D-4]$.

The Born trace is $t(d-2)s/2$. Dividing by it and restoring the coupling,

$$\frac{|M_3|^2}{|M_2|^2}=\frac{2g^2\mu^{2\epsilon}C_F}{s}X,\qquad X=\frac{D-2}{2}\left(\frac ab+\frac ba\right)+\frac{2c}{ab}+D-4 .$$

This weight depends on $D$ alone. The explicit spin sums show it: at the same kinematic point, $(d,n)=(4,2)$ and $(6,0)$ both give 45.08 for $2X$, while $(4,0)$ gives 35.90.

**Phase space.** A mass $M$ decaying into two particles of momentum $q$ has phase space $\Omega q^{d-3}/[4M(2\pi)^{d-2}]$, where $\Omega$ is the full solid angle in $d-1$ dimensions. For massless products this is

$$\Phi_2(M)=\frac1{8\pi}\left(\frac{4\pi}{M^2}\right)^{\epsilon}\frac{\Gamma(1-\epsilon)}{\Gamma(2-2\epsilon)} .$$

Let the current decay into the quark and an antiquark-gluon pair of squared mass $as$, and then let the pair decay. The first step has $q=(1-a)\sqrt s/2$, hence a factor $(1-a)^{1-2\epsilon}$ relative to the Born phase space. The pair mass brings $s\,da/(2\pi)$. In the pair's rest frame, with $u=(1-\cos\theta)/2$, the normalized angular measure is

$$\frac{\Gamma(2-2\epsilon)}{\Gamma(1-\epsilon)^2}[u(1-u)]^{-\epsilon}du,\qquad b=(1-a)u,\quad c=(1-a)(1-u).$$

All powers of $1-a$ cancel, and

$$\frac{d\Phi_3}{\Phi_2}=\frac{s}{16\pi^2}\left(\frac{4\pi}{s}\right)^{\epsilon}\frac{(abc)^{-\epsilon}}{\Gamma(1-\epsilon)}\,da\,db .$$

**Integration.** The real correction is

$$\frac{\alpha C_F}{2\pi}\left(\frac{4\pi\mu^2}{s}\right)^{\epsilon}\frac{J}{\Gamma(1-\epsilon)},\qquad J=\int(abc)^{-\epsilon}X\,da\,db .$$

With $N=\Gamma(1-\epsilon)^3/\Gamma(3-3\epsilon)$, the triangle formula gives $-N(1-\epsilon)/\epsilon$ for $a/b$ and for $b/a$, $2N(1-\epsilon)(2-3\epsilon)/\epsilon^2$ for $2c/(ab)$, and $N$ for 1. Collecting the terms in $D-4$,

$$J=N\left\{\frac4{\epsilon^2}-\frac{12}\epsilon+8-(D-4)\frac{1-2\epsilon}{\epsilon}\right\}.$$

To compare with the virtual part, divide $J/\Gamma(1-\epsilon)$ by $c_\Gamma$. The braces are then multiplied by

$$\frac{\Gamma(1-2\epsilon)}{\Gamma(1+\epsilon)\Gamma(1-3\epsilon)}\frac1{(1-3\epsilon)(2-3\epsilon)}
=\left(1-\frac{\pi^2\epsilon^2}{2}\right)\frac12\left(1+\frac92\epsilon+\frac{63}4\epsilon^2\right)+O(\epsilon^3),$$

where $\ln\Gamma(1-z)=\gamma z+\pi^2z^2/12+\dots$, with $\gamma$ Euler's constant, was used. In FDH the result is

$$\frac2{\epsilon^2}+\frac{-12+18}{2\epsilon}+\frac{8-54+63}{2}-\pi^2=\frac2{\epsilon^2}+\frac3\epsilon+\frac{17}2-\pi^2 .$$

In CDR the braces contain the additional term $2(1-2\epsilon)$, which raises the constant by 1 to $19/2-\pi^2$.

## The inclusive rate

The poles and $\pi^2$ cancel between the virtual and real parts, and

$$\text{CDR: }-8+\frac{19}2=\frac32,\qquad \text{FDH: }-7+\frac{17}2=\frac32 .$$

Both schemes give

$$\frac{\sigma}{\sigma_0}=1+\frac{3\alpha C_F}{4\pi}+O(\alpha^2).$$

Both $v$ and $J$ are linear in $D-4$. For $n=2\kappa\epsilon$ with any fixed $\kappa$, the virtual constant therefore moves by $+\kappa$ and the real one by $-\kappa$.

**Origin of the real shift.** The extra components emit with weight $n(a+b)^2/(2ab)$. Near the edge $a=0$, where antiquark and gluon are collinear, this is $(n/2)\,b/a$. For $\epsilon<0$, $\int_0 a^{-1-\epsilon}da$ converges and has the pole $-1/\epsilon$, while $\int_0^1b\,db=1/2$. One edge gives $-n/(4\epsilon)=-1/2$, and two edges give $-1$. The negative sign is no paradox: $n=2\epsilon$ is negative where the integral converges, so it is a continued number and not a count of states. At $\epsilon=-0.001$ the whole extra contribution to $J$ is $-0.998$, of which the region $a,b>0.01$ supplies only $-0.004$.

**When the cancellation is lost.** The two shifts meet at the same place if the observable does not distinguish a collinear pair from its parent. A measured antiquark energy does distinguish them: near $a=0$ the extra real term is spread as $-b\,db$ over $x_2=1-b$, with integral $-1/2$. The virtual shift $+1$ sits at $x_2=1$, where the other edge, $b=0$, cancels only $-1/2$ of it, so $+1/2$ remains there. Such a spectrum needs a fragmentation function defined in the same scheme.

The equality also belongs to the limit $\epsilon\to0$. Expanding the difference of the two sums gives, for FDH minus CDR, $(1+\epsilon)-(1+\frac52\epsilon)=-\frac32\epsilon$ at first order. At $\epsilon=-0.01$ the sums are 1.5317 in CDR and 1.5461 in FDH, a difference of 0.0144. At $\epsilon=-0.001$ they are 1.5032 and 1.5047, a difference of 0.0015.

## Numbers

Take the round model values $\alpha=0.12$, $C_F=4/3$ and $\mu^2=s$. Then $\alpha C_F/2\pi=0.02546$, and the finite parts, with the common factor $c_\Gamma(4\pi)^\epsilon$ removed, are:

- CDR: virtual $0.02546\times1.8696=0.0476$, real $0.02546\times(-0.3696)=-0.0094$, sum $0.0382$.
- FDH: virtual $0.02546\times2.8696=0.0731$, real $0.02546\times(-1.3696)=-0.0349$, sum $0.0382$.

The rate is 1.038 times the Born rate in both schemes. The tempting solution adds the FDH virtual part to the CDR real part and obtains $0.0731-0.0094=0.0637$, which is too large by one unit of $\alpha C_F/2\pi$, or two thirds of the true correction. The separate finite parts depend on the scheme and on the factor taken out, and the negative real parts are what remains after pole terms are removed, not emission probabilities.

The numerical output also compares the loop integrals and the real rate with direct quadrature at $\epsilon=\pm0.3$, each where it converges.

## Values computed for the example and the checks

```
All numbers are dimensionless
Form factor / [alpha C_F/(4 pi) c_Gamma]: 1/eps^2, 1/eps, const
  CDR: -2.000000  -3.000000  -8.000000
  FDH: -2.000000  -3.000000  -7.000000
Rate / [alpha C_F/(2 pi) c_Gamma]: 1/eps^2, 1/eps, const
  CDR virtual: -2.000000  -3.000000  1.869604
  CDR real:    2.000000  3.000000  -0.369604
  CDR sum of constants: 1.500000
  FDH virtual: -2.000000  -3.000000  2.869604
  FDH real:    2.000000  3.000000  -1.369604
  FDH sum of constants: 1.500000
Loop integrals, s=-1: quadrature, formula
  ultraviolet part, eps=0.3: 5.68110299  5.68110299
  infrared part, eps=-0.3: -16.81427624  -16.81427624
  extra spin part, eps=0.3: 0.97390337  0.97390337
Real rate/(g^2 C_F), s=1, eps=-0.3: quadrature, formula
  CDR: 0.08616416  0.08616416
  FDH: 0.08328135  0.08328135
Spin sums s|M3|^2/(g^2 C_F |M2|^2) at x1=0.83, x2=0.64
  d=4, n=0: 35.898693
  d=4, n=2: 45.078431
  d=6, n=0: 45.078431
  d=6, n=2: 54.258170
Extra emission, n=2 eps: whole, part with a,b > 0.01
  eps=-0.01: -0.975184  -0.038884
  eps=-0.001: -0.997502  -0.004065
Virtual + real before the limit: CDR, FDH
  eps=-0.1: 1.807399  1.903546
  eps=-0.01: 1.531679  1.546107
  eps=-0.001: 1.503174  1.504668
Example: alpha = 0.12, C_F = 1.333333, mu^2 = s
  alpha C_F/(2 pi) = 0.025465
  CDR finite virtual, real, sum: 0.047609  -0.009412  0.038197
  CDR inclusive rate / Born rate: 1.038197
  FDH finite virtual, real, sum: 0.073074  -0.034877  0.038197
  FDH inclusive rate / Born rate: 1.038197
```
